# Why Hartree-Fock underbinds the extra electron in F⁻ and O⁻

A free fluorine atom that captures an electron releases about 3.4 eV, and an oxygen atom roughly 1.5 eV. Hartree-Fock theory gives fluorine 1.36 eV and puts O⁻ above the neutral atom by 0.53 eV. Both errors are close to 2 eV, although one changes a number and the other changes whether the ion is bound.

## What Hartree-Fock contains

The affinity is $A=E(\text{neutral})-E(\text{anion})$, positive for a bound anion. Hartree-Fock (HF) here means one non-relativistic determinant of the ground term, with the same radial function for all 2p electrons. The configurations are $2p^4$ for O, $2p^5$ for F and O⁻, and $2p^6$ for F⁻. Three 2p electrons have spin up and $n_\beta=N-3$ have spin down.

Let $F^0$ and $F^2$ be the monopole and quadrupole repulsion integrals of the common radial function. The angular density of $p_x$ is proportional to $3n_x^2=1+2P_2(n_x)$, where $\mathbf n$ is the unit direction vector. Averaging $P_2(\mathbf n\cdot\mathbf n')$ against two such densities with axes $\mathbf e,\mathbf e'$ gives $\frac{4}{25}P_2(\mathbf e\cdot\mathbf e')$, because each of the two averages contributes a factor $1/5$. The Coulomb integrals for equal and for different orbitals are therefore

$$J=F^0+\tfrac{4}{25}F^2,\qquad J'=F^0-\tfrac{2}{25}F^2 .$$

The exchange integral $K_x$ follows from rotating the axes by 45°. The orbitals $(p_x\pm p_y)/\sqrt2$ must again repel by $J'$, so $\frac14(2J+2J'-4K_x)=J'$, and $K_x=(J-J')/2=\frac{3}{25}F^2$.

Now count the quadrupole terms in units of $F^2/25$. There are $n_\beta$ same-orbital pairs with $+4$ each, and $2n_\beta$ other opposite-spin pairs with $-2$ each; these cancel. Each same-spin pair gives $-2-3=-5$. Hence

$$E_{pp}=\frac{N(N-1)}2F^0-\frac{5}{25}F^2\left[3+\frac{n_\beta(n_\beta-1)}2\right].$$

The average repulsion and exchange are thus already in HF. With optimized orbitals, fluorine gives

$$A_{\rm HF}=(-99.40923+99.45934)\ \text{hartree}=1.36\ \text{eV},$$

and oxygen gives $(-74.80934+74.78969)$ hartree $=-0.53$ eV.

The 2p level of F⁻ lies at $-4.92$ eV. For this closed shell, that is minus the removal energy with the other orbitals frozen. Relaxation of the neutral atom returns $4.92-1.36=3.56$ eV, so the affinity is a small difference of larger quantities. In O⁻ the 2p level is also negative, $-3.53$ eV. For this open shell it is an average over the five 2p electrons; removing a spin-down electron with frozen orbitals, which leads to the ground term of O, costs 2.62 eV. Yet the ion lies above the relaxed atom. A localized orbital with a negative level does not guarantee a positive affinity.

The negative value for oxygen belongs to the constrained $2p^5$ state. If the extra orbital may spread without limit, the energy can approach that of neutral O plus a distant electron. An affinity defined by that unrestricted lower limit cannot be negative.

## Counting the new pairs

Write each energy as $E=E_{\rm HF}+E_c$, with $E_c\le0$ the correlation energy. Subtraction gives

$$A=A_{\rm HF}+\left[E_c(\text{neutral})-E_c(\text{anion})\right].$$

HF errs by the bracket, which is positive if the anion gains more correlation energy.

To resolve it into pairs, project the Schrödinger equation on an unrestricted HF (UHF) determinant. Single excitations do not couple directly to this determinant, because its orbitals are stationary. The Hamiltonian has at most two-body terms, so double excitations remain:

$$E_c=\sum_{i<j}e_{ij},\qquad e_{ij}=\sum_{a<b}\langle ij\Vert ab\rangle\left(t_{ij}^{ab}+t_i^at_j^b-t_i^bt_j^a\right).$$

Here $i,j$ are occupied and $a,b$ empty spin orbitals, $t$ are the excitation amplitudes, and $\langle ij\Vert ab\rangle$ is the repulsion integral minus its exchange. If $k$ is the added spin orbital, splitting the anion's sum into pairs with and without $k$ gives

$$E_c^{\rm neu}-E_c^{\rm an}=-\sum_{i\ne k}e_{ik}^{\rm an}+\sum_{\substack{i<j\\ i,j\ne k}}\left(e_{ij}^{\rm neu}-e_{ij}^{\rm an}\right).$$

The first sum is the gain from new pairs, the second the change of old ones.

With the 1s shell frozen, the new electron meets seven valence electrons in F and six in O. In both anions it forms one same-orbital pair, two other opposite-spin 2p pairs and two pairs with 2s electrons. The difference is two same-spin 2p pairs in F⁻ against one in O⁻. Coupled-cluster calculations with single and double excitations, in the aug-cc-pVTZ basis, give these gains in eV (the totals are rounded from the unrounded entries):

| New pairs | F⁻ | O⁻ |
|---|---:|---:|
| same orbital | 0.67 | 0.68 |
| other opposite-spin 2p | 0.67 | 0.69 |
| same-spin 2p | 0.47 | 0.25 |
| with 2s | 0.36 | 0.39 |
| total | 2.16 | 2.00 |

These entries belong to this basis; their second decimal should not be taken as converged, since the affinities themselves still move by about 0.1 eV between the double- and triple-zeta sets. With the real p orbitals used here, the same-orbital pair is the strongest single pair, but it supplies less than a third of the F⁻ total. Same-spin pairs are not negligible: about 0.24 eV each, against 0.34 eV for an opposite-spin pair in different 2p orbitals. Exchange keeps such electrons apart without removing their correlation.

The old pairs change by $-0.20$ eV in fluorine and $-0.25$ eV in oxygen. One reason is exclusion. In the neutral atom, pairs can send an electron into the 2p hole; once the hole is filled, they cannot. If the hole is given the shape of the spin-up 2p orbital of the neutral atom, these excitations supply 0.58 eV of the correlation energy of F and 0.49 eV of that of O. The values depend on that choice: with the more diffuse orbital of the anion as the hole, a second-order estimate for F is smaller by about a tenth. The net loss is smaller, so the other contributions of the old pairs strengthen by $0.576-0.204=0.37$ and $0.490-0.251=0.24$ eV.

## In-out correlation

Pair counting shows where the energy is gained, but not how the electrons move. For a determinant, the expectation value of a product of radii is

$$\left\langle\sum_{i\ne j}r_ir_j\right\rangle=\sum_{i\ne j}\left(\langle i|r|i\rangle\langle j|r|j\rangle-|\langle i|r|j\rangle|^2\right).$$

For two different 2p spin orbitals the last term vanishes, either by spin or by angular orthogonality. All 2p electrons have the same mean radius $\bar r$, so the sum is $N(N-1)\bar r^2$ and the radial covariance is zero. In this form of HF, finding one 2p electron far out does not change the radial distribution of another.

The simplest repair mixes the doubly occupied orbital $\varphi$ with a second p orbital $\chi$ of the same angular shape and one more radial node. Relative to the energy of $\varphi^2$, the two-configuration matrix is

$$\begin{pmatrix}0&K\\K&\Delta\end{pmatrix},\qquad K=(\varphi\chi|\varphi\chi)>0,\quad\Delta>0 .$$

$K$ is positive because it is the electrostatic self-repulsion of the charge distribution $\varphi\chi$. For a vector $(1,x)$ the first row gives $E=Kx$. The lower root has $E<0$, hence $x<0$, and we may set $x=-c^2$. For $K\ll\Delta$, the second row $K+\Delta x=Ex$ gives $x\simeq-K/\Delta$ and $E\simeq-K^2/\Delta$.

The negative sign has a direct meaning. With $u=\varphi+c\chi$ and $v=\varphi-c\chi$,

$$u(1)v(2)+v(1)u(2)=2\left[\varphi(1)\varphi(2)-c^2\chi(1)\chi(2)\right],$$

because the terms linear in $c$ cancel. If $\chi$ is chosen to have the sign of $\varphi$ at large radius, $u$ is the outer orbital and $v$ the inner one. The electrons share these roles symmetrically. After normalization the radial covariance is

$$\frac{c^4(r_{\varphi\varphi}-r_{\chi\chi})^2}{(1+c^4)^2}-\frac{2c^2r_{\varphi\chi}^2}{1+c^4},\qquad r_{ab}=\langle a|r|b\rangle .$$

For small $c$ the second term dominates and the covariance is negative: when one electron is out, the other tends to be in.

At large nuclear charge $Z$ and fixed electron number, orbital lengths scale as $1/Z$, so $K\propto Z$ and $\Delta\propto Z^2$. The mixing $c^2\simeq K/\Delta$, and with it the radial correlation coefficient, falls as $1/Z$, while the gain $K^2/\Delta$ tends to a constant. This limit shows why lowering $Z$ favours in-out motion, but it does not predict the energy of a weakly bound anion.

## How large the anion effect is

A fair comparison keeps the number of pairs fixed. O⁻ and F both have $2p^5$, F⁻ and Ne both $2p^6$; within each couple the nuclear charge differs. A configuration-interaction (CI) calculation was made for the 2p electrons in four radial p shells, with the s shells frozen. Every electron keeps $l=1$, but excitations such as $p_x^2\to\chi_y^2$ are allowed. The energy gain therefore includes some angular correlation, whereas the covariance of the radii is a purely radial measure. For the open shells O, F and O⁻, symmetric HF is stationary only against a common change of all 2p radial functions. Single excitations therefore also contribute, and both the gain and the covariance include some relaxation of that constraint. Measured by an unrestricted determinant in the p space, it amounts to 0.07 eV for O, 0.04 eV for F and 0.09 eV for O⁻, and to at most 0.003 in the radial correlation coefficient. The closed shells F⁻ and Ne are free of this.

The CI gains are 1.10 eV for O, 1.84 for F, 2.41 for O⁻, 2.67 for Ne and 3.26 for F⁻. Eight radial shells instead of four raise them by about 0.01 eV for the neutral atoms and 0.03 eV for the anions, and the affinity contributions below by 0.02 eV. The contribution to the oxygen affinity can be followed in two moves, from O to F and from F to O⁻:

$$2.41-1.10=(1.84-1.10)+(2.41-1.84)=0.74+0.57=1.31\ \text{eV}.$$

The first move adds an electron and a proton; the second removes the proton at fixed pair number. For fluorine, going through Ne gives $0.82+0.60=1.42$ eV. Along these paths, somewhat more than half of the gain comes in the first move, which adds an electron and a proton, and the rest comes from the weaker nuclear attraction in the anion.

The radii show the same enhancement. If $\sigma^2$ is the variance of one radius and $\rho$ the correlation coefficient of two, then

$$\operatorname{Var}\left(\sum_i r_i\right)=N\sigma^2+N(N-1)\rho\sigma^2=N\sigma^2\left[1+(N-1)\rho\right].$$

For F⁻, $\rho=-0.0757$ and the bracket is $1-5(0.0757)=0.62$; for Ne it is 0.73. For O⁻ it is also 0.62, against 0.74 for F. The electrons of the anion compensate one another's radial excursions more strongly. If one 2p electron of O⁻ is beyond 2.94 bohr, twice the HF mean radius, the mean radius of another drops from 1.54 to 1.31 bohr; these radii move by up to 0.02 bohr with the choice of the correlating p functions. In HF it would not change.

Adding the CI gains to the HF affinities gives $1.36+1.42=2.78$ eV for fluorine and $-0.535+1.306=0.77$ eV for oxygen. Correlation within p shells is thus enough, in this model, to bind O⁻. It is not the whole correction: excitations to other $l$ and correlation involving 2s are missing.

## The balance and its use in practice

The pair energies refer to UHF in the aug-cc-pVTZ basis, whose affinities are 1.20 eV for F and $-0.57$ eV for O. They differ from the symmetric HF values because the orbitals are less constrained and the basis is different. Adding new pairs, old pairs and the perturbative triple excitations, (T), gives

$$A_{\rm F}=1.20+2.16-0.20+0.16\simeq3.31\ \text{eV},$$

$$A_{\rm O}=-0.57+2.00-0.25+0.15\simeq1.33\ \text{eV},$$

where the results are rounded from the unrounded terms. Relative to symmetric HF, the corrections are 1.95 and 1.87 eV. Their closeness is partly a compensation: F⁻ has one more new pair, but UHF lowers the starting affinity more in fluorine. The difference between the two elements is already 1.90 eV in symmetric HF and 1.98 eV in coupled cluster, so here HF describes the trend much better than either affinity.

For calculations on such anions, this suggests the following:

- Use a correlated total-energy difference, with the same method and basis for atom and ion. Neither an HF difference nor an orbital level replaces it.
- Include diffuse functions to describe the extended anion, and several radial p functions so that inner and outer orbitals can form. Functions of higher $l$ are needed for the angular correlation that s and p functions cannot describe.
- In an active-space calculation, include a second p shell. With 2p alone, F⁻ has a full active shell and no in-out freedom.
- Check basis convergence. From aug-cc-pVDZ to aug-cc-pVTZ the affinity rises from 3.23 to 3.31 eV for F and from 1.19 to 1.33 eV for O.

The coupled-cluster values still omit the effects of a larger basis, higher excitations beyond the perturbative triples, core correlation and relativity. Together these account for the remaining 0.1 eV or so in fluorine, but their separate sizes are not determined here. The unrounded values are in the numerical output below.

## Table of computed values

```
Symmetric HF and 2p->np CI (s shells frozen)
O: E_HF -74.80934 hartree, 2p level -17.20 eV, <r>2p 1.232 bohr
   CI gain 1.104 eV, radial rho -0.0750
   2nd-electron <r>: any 1.245, if 1st beyond 2.46: 1.127 bohr
O-: E_HF -74.78969 hartree, 2p level -3.53 eV, <r>2p 1.471 bohr
   CI gain 2.410 eV, radial rho -0.0960
   2nd-electron <r>: any 1.542, if 1st beyond 2.94: 1.314 bohr
F: E_HF -99.40923 hartree, 2p level -19.86 eV, <r>2p 1.085 bohr
   CI gain 1.844 eV, radial rho -0.0640
   2nd-electron <r>: any 1.096, if 1st beyond 2.17: 1.007 bohr
F-: E_HF -99.45934 hartree, 2p level -4.92 eV, <r>2p 1.256 bohr
   CI gain 3.263 eV, radial rho -0.0757
   2nd-electron <r>: any 1.297, if 1st beyond 2.51: 1.148 bohr
Ne: E_HF -128.54688 hartree, 2p level -23.14 eV, <r>2p 0.965 bohr
   CI gain 2.665 eV, radial rho -0.0549
   2nd-electron <r>: any 0.975, if 1st beyond 1.93: 0.906 bohr
CI gain ratio O-/F: 1.306
CI gain ratio F-/Ne: 1.224
F affinity balance (aug-cc-pVTZ unless named)
  symmetric HF, large basis: 1.363 eV
  affinity gain from 2p->np CI: 1.419 eV
  UHF affinity: 1.195 eV
  7 new pairs: 2.161 eV
    same orbital 0.665, other opposite-spin 2p 0.670 eV
    same-spin 2p 0.470, with 2s 0.356 eV
  change of old pairs: -0.204 eV
  neutral's excitations into filled hole: 0.576 eV
  triples: 0.160 eV
  UCCSD(T) affinity: 3.312 eV (aug-cc-pVDZ 3.226)
  UCCSD(T) minus symmetric HF: 1.948 eV
O affinity balance (aug-cc-pVTZ unless named)
  symmetric HF, large basis: -0.535 eV
  affinity gain from 2p->np CI: 1.306 eV
  UHF affinity: -0.565 eV
  6 new pairs: 2.001 eV
    same orbital 0.679, other opposite-spin 2p 0.687 eV
    same-spin 2p 0.245, with 2s 0.390 eV
  change of old pairs: -0.251 eV
  neutral's excitations into filled hole: 0.490 eV
  triples: 0.147 eV
  UCCSD(T) affinity: 1.331 eV (aug-cc-pVDZ 1.187)
  UCCSD(T) minus symmetric HF: 1.866 eV
```
